# The Ziegler–Rauk–Baerends Sum Rule for Two Open-Shell Orbitals: verification in Python

```python
"""
Result under test (Ziegler-Rauk-Baerends sum rule):
    E(singlet) = 2 E(mixed) - E(triplet),   <S^2>(mixed) = 1
for one electron in each of two orthonormal orbitals a, b above a closed core.
    mixed   : determinant  core a(up) b(down)
    triplet : determinant  core a(up) b(up)
    singlet : normalized sum of core a(up) b(down) and core b(up) a(down)
All states share one set of spatial orbitals; H contains no spin operators.
K_ab = (ab|ba) is the exchange integral, J_ab = (aa|bb) the Coulomb integral.
Example: CH2, cc-pVDZ. Determinant energies come from the Hartree-Fock energy
expression; the singlet comes from explicit Fock-space matrices of H and S^2.
"""
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- molecule and triplet orbitals ----------
bond, angle = 1.08, 130.0                      # angstrom, degrees
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["C", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="cc-pvdz", spin=2, unit="Angstrom", verbose=0)
h_ao = scf.hf.get_hcore(mol)
px_rows = mol.search_ao_label("C.*px")         # out-of-plane p functions


def occupied_orbitals(mf):
    """Columns: three core orbitals, then a (in plane), b (out of plane)."""
    core = mf.mo_coeff[:, mf.mo_occ == 2]
    opened = mf.mo_coeff[:, mf.mo_occ == 1]
    weight = (opened[px_rows] ** 2).sum(axis=0)
    return np.hstack([core, opened[:, np.argsort(weight)]])


def density_energy(functional, dm_up, dm_down):
    dm = np.array([dm_up, dm_down])
    veff = functional.get_veff(mol, dm)
    return float(functional.energy_tot(dm, h_ao, veff))


def determinant_energy(functional, up, down):
    return density_energy(functional, up @ up.T, down @ down.T)


rohf = scf.ROHF(mol)
rohf.conv_tol = 1e-11
rohf.kernel()
assert rohf.converged
C = occupied_orbitals(rohf)
core, a, b = C[:, :3], C[:, 3:4], C[:, 4:5]
hf = scf.UHF(mol)
E_trip = determinant_energy(hf, np.hstack([core, a, b]), core)
E_mix = determinant_energy(hf, np.hstack([core, a]), np.hstack([core, b]))
assert abs(E_trip - rohf.e_tot) < 1e-8

# ---------- Fock space of the five occupied orbitals ----------
norb = 5
nmode = 2 * norb                               # mode 2p: up, 2p+1: down
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
annihilate = []
for mode in range(nmode):
    op = sp.identity(1, format="csr")
    for site in range(nmode):
        factor = (parity if site < mode else
                  lower if site == mode else sp.identity(2))
        op = sp.kron(op, factor, format="csr")
    annihilate.append(op)
create = [op.T.tocsr() for op in annihilate]
dim = 2 ** nmode

h = C.T @ h_ao @ C
eri = ao2mo.restore(1, ao2mo.kernel(mol, C), norb)
hop = [[create[2*p] @ annihilate[2*q] + create[2*p+1] @ annihilate[2*q+1]
        for q in range(norb)] for p in range(norb)]
H = mol.energy_nuc() * sp.identity(dim, format="csr")
for p in range(norb):
    for q in range(norb):
        H = H + h[p, q] * hop[p][q]
        inner = sp.csr_matrix((dim, dim))
        for r in range(norb):
            for s in range(norb):
                inner = inner + eri[p, q, r, s] * hop[r][s]
        H = H + 0.5 * (hop[p][q] @ inner)
        for s in range(norb):
            H = H - 0.5 * eri[p, q, q, s] * hop[p][s]

S_plus = sum(create[2*p] @ annihilate[2*p+1] for p in range(norb))
S_minus = S_plus.T.tocsr()
S_z = 0.5 * sum(create[2*p] @ annihilate[2*p]
                - create[2*p+1] @ annihilate[2*p+1] for p in range(norb))
S2 = S_minus @ S_plus + S_z @ S_z + S_z
assert abs(H @ S2 - S2 @ H).max() < 1e-9
assert abs(H @ S_plus - S_plus @ H).max() < 1e-9

closed = np.zeros(dim)
closed[0] = 1.0
for mode in reversed(range(6)):
    closed = create[mode] @ closed


def mean(op, v):
    return float(v @ (op @ v))


a_up, a_dn, b_up, b_dn = create[6], create[7], create[8], create[9]
D1 = a_up @ (b_dn @ closed)
D2 = b_up @ (a_dn @ closed)
T1 = a_up @ (b_up @ closed)
singlet = (D1 + D2) / np.sqrt(2)
T0 = (D1 - D2) / np.sqrt(2)

# spin algebra
assert np.allclose(S_plus @ D1, T1) and np.allclose(S_minus @ T1, D1 - D2)
assert np.allclose(S2 @ D1, D1 - D2) and np.allclose(S2 @ D2, D2 - D1)
assert np.allclose(S2 @ singlet, 0) and np.allclose(S2 @ T0, 2 * T0)
assert np.allclose(S_plus @ T0, np.sqrt(2) * T1)
s2_mix = mean(S2, D1)
assert abs(s2_mix - 1) < 1e-12

# energies: Fock-space matrices against determinant energy expression
E_sing_direct = mean(H, singlet)
E_sing_rule = 2 * E_mix - E_trip
J_ab, K_ab = eri[3, 3, 4, 4], eri[3, 4, 4, 3]
cross = float(singlet @ (H @ T0))
assert abs(cross) < 1e-9
assert abs(mean(H, D1) - E_mix) < 1e-7
assert abs(mean(H, T1) - E_trip) < 1e-7
assert abs(mean(H, T0) - E_trip) < 1e-7
assert abs(E_sing_direct - E_sing_rule) < 1e-7
assert K_ab > 0
assert abs(E_mix - E_trip - K_ab) < 1e-7
assert abs(E_sing_direct - E_trip - 2 * K_ab) < 1e-7
assert abs(float(D1 @ (H @ D2)) - K_ab) < 1e-7

# coupling of the open-shell singlet to the closed shells a^2 and b^2
aa = a_up @ (a_dn @ closed)
bb = b_up @ (b_dn @ closed)
coupling = max(abs(float(v @ (H @ singlet))) for v in (aa, bb))
assert coupling < 1e-5

# ---------- rotated orbitals: rule holds, symmetry protection is lost ----------
rot_deg = 30.0
c, s = np.cos(np.radians(rot_deg)), np.sin(np.radians(rot_deg))
ar, br = c * a + s * b, c * b - s * a
E_mix_rot = determinant_energy(hf, np.hstack([core, ar]), np.hstack([core, br]))
E_trip_rot = determinant_energy(hf, np.hstack([core, ar, br]), core)
ar_up, ar_dn = c * a_up + s * b_up, c * a_dn + s * b_dn
br_up, br_dn = c * b_up - s * a_up, c * b_dn - s * a_dn
sing_rot = (ar_up @ (br_dn @ closed) + br_up @ (ar_dn @ closed)) / np.sqrt(2)
E_sing_rot = mean(H, sing_rot)
aa_rot = ar_up @ (ar_dn @ closed)
coupling_rot = abs(float(aa_rot @ (H @ sing_rot)))
assert abs(E_sing_rot - (2 * E_mix_rot - E_trip_rot)) < 1e-7
assert abs(E_trip_rot - E_trip) < 1e-7
assert coupling_rot > 1e-3

# ---------- overlapping orbitals: <S^2> = 1 - overlap^2 ----------
overlap = 0.3
root = np.sqrt(1 - overlap ** 2)
b_tilt = root * b + overlap * a
E_mix_tilt = determinant_energy(hf, np.hstack([core, a]),
                                np.hstack([core, b_tilt]))
D_tilt = a_up @ ((root * b_dn + overlap * a_dn) @ closed)
s2_tilt = mean(S2, D_tilt)
sing_part = D_tilt - 0.5 * (S2 @ D_tilt)       # removes the triplet part
E_sing_tilt = mean(H, sing_part) / float(sing_part @ sing_part)
E_general = (2 * E_mix_tilt - s2_tilt * E_trip) / (2 - s2_tilt)
E_plain = 2 * E_mix_tilt - E_trip
assert abs(s2_tilt - (1 - overlap ** 2)) < 1e-12
assert abs(E_sing_tilt - E_general) < 1e-7
assert abs(E_sing_tilt - E_plain) > 1e-4

# ---------- spin densities of singlet and M=0 triplet coincide ----------


def spin_density_matrix(v, spin):
    return np.array([[float(v @ (create[2*p+spin] @ (annihilate[2*q+spin] @ v)))
                      for q in range(norb)] for p in range(norb)])


gamma = [spin_density_matrix(singlet, k) for k in (0, 1)]
for k in (0, 1):
    assert np.allclose(gamma[k], spin_density_matrix(T0, k))
assert np.allclose(gamma[0], gamma[1])

# ---------- PBE with its own triplet orbitals ----------
roks = dft.ROKS(mol)
roks.xc = "PBE"
roks.conv_tol = 1e-9
roks.kernel()
assert roks.converged
P = occupied_orbitals(roks)
pbe = dft.UKS(mol)
pbe.xc = "PBE"
P_trip = determinant_energy(pbe, P, P[:, :3])
P_mix = determinant_energy(pbe, P[:, :4], P[:, [0, 1, 2, 4]])
P_sing = 2 * P_mix - P_trip
P_shared = density_energy(pbe, P @ gamma[0] @ P.T, P @ gamma[1] @ P.T)
assert abs(P_trip - roks.e_tot) < 1e-5         # integration grids may differ
assert abs(P_shared - P_trip) > 1e-3

# ---------- output ----------


def show(label, value, unit="", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("CH2, cc-pVDZ, triplet restricted open-shell orbitals")
show("C-H distance", bond, "angstrom", 2)
show("H-C-H angle", angle, "degrees", 1)
print("-- spin --")
show("<S^2> mixed determinant", s2_mix)
show("<S^2> singlet combination", abs(mean(S2, singlet)))
show("<S^2> M=0 triplet combination", mean(S2, T0))
print("-- Hartree-Fock energy expression --")
show("E(triplet)", E_trip, "hartree")
show("E(mixed)", E_mix, "hartree")
show("E(singlet) from sum rule", E_sing_rule, "hartree")
show("E(singlet) from Fock-space matrix", E_sing_direct, "hartree")
show("E(M=0 triplet) from Fock-space matrix", mean(H, T0), "hartree")
show("J_ab", J_ab, "hartree")
show("K_ab", K_ab, "hartree")
show("E(mixed)-E(triplet)", E_mix - E_trip, "hartree")
show("E(singlet)-E(triplet)", E_sing_rule - E_trip, "hartree")
show("E(singlet)-E(triplet)", (E_sing_rule - E_trip) * HARTREE_EV, "eV", 3)
show("largest singlet/closed-shell coupling", coupling, "hartree")
print("-- orbitals a, b rotated into each other --")
show("rotation angle", rot_deg, "degrees", 1)
show("E(triplet), rotated", E_trip_rot, "hartree")
show("E(mixed), rotated", E_mix_rot, "hartree")
show("E(singlet) from sum rule, rotated", 2*E_mix_rot - E_trip_rot, "hartree")
show("E(singlet) from matrix, rotated", E_sing_rot, "hartree")
show("singlet/closed-shell coupling, rotated", coupling_rot, "hartree")
print("-- down-spin orbital overlapping a --")
show("overlap s", overlap, "", 2)
show("<S^2>", s2_tilt)
show("E(mixed), overlapping", E_mix_tilt, "hartree")
show("E(singlet part) from matrix", E_sing_tilt, "hartree")
show("E(singlet part) from general formula", E_general, "hartree")
show("plain 2E(mixed)-E(triplet)", E_plain, "hartree")
print("-- PBE, own triplet orbitals --")
show("PBE E(triplet)", P_trip, "hartree", 5)
show("PBE E(mixed)", P_mix, "hartree", 5)
show("PBE E(singlet) from sum rule", P_sing, "hartree", 5)
show("PBE E(mixed)-E(triplet)", P_mix - P_trip, "hartree", 5)
show("PBE E(singlet)-E(triplet)", P_sing - P_trip, "hartree", 5)
show("PBE E(singlet)-E(triplet)", (P_sing - P_trip) * HARTREE_EV, "eV", 3)
show("PBE energy of shared spin densities", P_shared, "hartree", 5)
show("shared-density energy minus E(triplet)", P_shared - P_trip, "hartree", 5)
print("verified")
```

Printed output:

```
CH2, cc-pVDZ, triplet restricted open-shell orbitals
C-H distance: 1.08 angstrom
H-C-H angle: 130.0 degrees
-- spin --
<S^2> mixed determinant: 1.000000
<S^2> singlet combination: 0.000000
<S^2> M=0 triplet combination: 2.000000
-- Hartree-Fock energy expression --
E(triplet): -38.921807 hartree
E(mixed): -38.880099 hartree
E(singlet) from sum rule: -38.838390 hartree
E(singlet) from Fock-space matrix: -38.838390 hartree
E(M=0 triplet) from Fock-space matrix: -38.921807 hartree
J_ab: 0.504473 hartree
K_ab: 0.041709 hartree
E(mixed)-E(triplet): 0.041709 hartree
E(singlet)-E(triplet): 0.083418 hartree
E(singlet)-E(triplet): 2.270 eV
largest singlet/closed-shell coupling: 0.000000 hartree
-- orbitals a, b rotated into each other --
rotation angle: 30.0 degrees
E(triplet), rotated: -38.921807 hartree
E(mixed), rotated: -38.883955 hartree
E(singlet) from sum rule, rotated: -38.846102 hartree
E(singlet) from matrix, rotated: -38.846102 hartree
singlet/closed-shell coupling, rotated: 0.032038 hartree
-- down-spin orbital overlapping a --
overlap s: 0.30
<S^2>: 0.910000
E(mixed), overlapping: -38.877762 hartree
E(singlet part) from matrix: -38.840991 hartree
E(singlet part) from general formula: -38.840991 hartree
plain 2E(mixed)-E(triplet): -38.833717 hartree
-- PBE, own triplet orbitals --
PBE E(triplet): -39.08723 hartree
PBE E(mixed): -39.06394 hartree
PBE E(singlet) from sum rule: -39.04066 hartree
PBE E(mixed)-E(triplet): 0.02329 hartree
PBE E(singlet)-E(triplet): 0.04657 hartree
PBE E(singlet)-E(triplet): 1.267 eV
PBE energy of shared spin densities: -39.02567 hartree
shared-density energy minus E(triplet): 0.06156 hartree
verified
```
